\section*{Optimal Weighted Jacobi Smoothing of the Discrete Laplacian in d Dimensions}

\section{An error that neither grid removes}

A multigrid solver for Poisson's equation divides the work between two processes. A few relaxation sweeps on the fine grid should remove the rapidly varying part of the error, and a coarser grid then corrects the smooth part. The coarse grid can represent only one wave out of each family that coincides on its points (Lemma 3), so most rapidly varying errors have to be removed by the sweeps.

The plain Jacobi sweep fails in this way. It replaces each value by the average of its nearest neighbours plus a source term. Suppose that the error alternates in sign like a checkerboard, $+1$ eV on one site and $-1$ eV on each of its neighbours. The source term is the same for the exact solution and for the approximation, so it cancels from the error, and the new error on each site is the average of the old errors on its neighbours. The checkerboard changes sign and keeps its full size, however many sweeps are made. On the coarse grid, which keeps the points with even indices, the same error looks like a constant.

The cure is to take a fraction $\omega$ of each Jacobi step. A fraction just below 1 leaves the checkerboard almost undamped, a weight above 1 makes it grow, and too small a fraction makes every wave decay slowly. The theorem below finds the best compromise and the damping it guarantees.

\section{Setting and statement}

The equation is $-\nabla^2 v=f$ in $d$ dimensions. For the Hartree potential energy of an electron in atomic units, $f=4\pi n$, where $n$ is the electron number density. The grid points are $h\mathbf j$, with integer vectors $\mathbf j$ and the same spacing $h$ in every direction. Let $\mathbf e_i$ be the unit vector along direction $i$. Adding the Taylor expansions of $v(x+h)$ and $v(x-h)$ cancels the odd terms and gives
\begin{equation}
\frac{2v(x)-v(x+h)-v(x-h)}{h^2}=-v''(x)+O(h^2).
\end{equation}
Summing over directions gives the second-order discrete operator
\begin{equation}
(Av)_{\mathbf j}=\frac1{h^2}\sum_{i=1}^d
\left(2v_{\mathbf j}-v_{\mathbf j+\mathbf e_i}-v_{\mathbf j-\mathbf e_i}\right).
\label{eq:A}
\end{equation}
The coefficient of $v_{\mathbf j}$ itself is $D=2d/h^2$.

Solving equation $\mathbf j$ of $Av=f$ for $v_{\mathbf j}$, with the neighbours held at their old values, changes $v_{\mathbf j}$ by $D^{-1}(f-Av)_{\mathbf j}$. Weighted Jacobi takes the fraction $\omega$ of this change at all points simultaneously:
\begin{equation}
v\;\leftarrow\; v+\omega D^{-1}(f-Av).
\label{eq:sweep}
\end{equation}

The grid is either infinite or periodic with $N$ points per side, $N$ divisible by 4. Errors are resolved into plane waves
\begin{equation}
\phi_{\boldsymbol\theta}(\mathbf j)=e^{i\boldsymbol\theta\cdot\mathbf j},
\qquad -\pi\le\theta_i<\pi ,
\end{equation}
where $\theta_i$ is the phase advance per grid step. Adding $2\pi$ to a component changes nothing at integer $\mathbf j$, so this range suffices, and the phases $\pi$ and $-\pi$ denote the same wave. On the periodic grid $\theta_i=2\pi k_i/N$ with integer $k_i$. These $N^d$ waves are orthogonal: for two different values of $k_i$, the sum along direction $i$ is a geometric series with ratio $q\neq1$ and $q^N=1$, which equals $(q^N-1)/(q-1)=0$. They therefore form a basis.

The coarse grid has spacing $2h$ in every direction. A wave is called \emph{high} if it belongs to
\begin{equation}
H=\left\{\boldsymbol\theta:\ \max_i|\theta_i|\ge \pi/2\right\},
\label{eq:H}
\end{equation}
and \emph{low} otherwise. Lemma 3 shows why this is the right division. The smoothing factor $\mu(\omega)$ is the largest factor, in modulus, by which one sweep multiplies the amplitude of a high wave.

\paragraph{Theorem.} Under these assumptions, for every real $\omega$,
\begin{equation}
\mu(\omega)=\max\left(\left|1-\frac{\omega}{d}\right|,\ |1-2\omega|\right).
\label{eq:mu}
\end{equation}
This function has a unique minimum, at
\begin{equation}
\omega_*=\frac{2d}{2d+1},\qquad
\mu_*=\mu(\omega_*)=\frac{2d-1}{2d+1}.
\label{eq:result}
\end{equation}
For $d=1,2,3$ the best weights are $2/3$, $4/5$ and $6/7$, and the smoothing factors are $1/3$, $3/5$ and $5/7$.

\section{How a sweep acts on the error}

\paragraph{Lemma 1.} Let $Av_*=f$ and $e=v-v_*$. One sweep replaces $e$ by $Se$, where $S=1-\omega D^{-1}A$.

\emph{Proof.} Since $f=Av_*$, the residual is $f-Av=A(v_*-v)=-Ae$. Subtracting $v_*$ from both sides of (\ref{eq:sweep}) gives
\begin{equation}
e\;\leftarrow\; e-\omega D^{-1}Ae=Se .
\end{equation}
The source has dropped out, so damping does not depend on the density. $\square$

\paragraph{Lemma 2.} Each plane wave is an eigenvector of $S$ with eigenvalue $1-\omega\lambda(\boldsymbol\theta)$, where
\begin{equation}
\lambda(\boldsymbol\theta)=\frac2d\sum_{i=1}^d\sin^2\frac{\theta_i}{2}.
\label{eq:lambda}
\end{equation}

\emph{Proof.} A step along $\pm\mathbf e_i$ multiplies the wave by $e^{\pm i\theta_i}$. Inserting this in (\ref{eq:A}) gives
\begin{align}
A\phi_{\boldsymbol\theta}
&=\frac1{h^2}\sum_{i=1}^d\left(2-e^{i\theta_i}-e^{-i\theta_i}\right)\phi_{\boldsymbol\theta}
=\frac1{h^2}\sum_{i=1}^d(2-2\cos\theta_i)\,\phi_{\boldsymbol\theta}\nonumber\\
&=\frac4{h^2}\sum_{i=1}^d\sin^2\frac{\theta_i}{2}\;\phi_{\boldsymbol\theta},
\end{align}
because $1-\cos\theta=2\sin^2(\theta/2)$. Division by $D=2d/h^2$ turns the prefactor $4/h^2$ into $2/d$. $\square$

The spacing has cancelled: damping depends on how a wave varies from point to point, not on its length in angstrom. Also, $\lambda$ vanishes for the constant wave and for no other. On the periodic grid the discrete equation can therefore be solved if $f$ sums to zero, by dividing each of its other wave amplitudes by the eigenvalue of $A$. The solution is fixed up to a constant, which the sweeps leave unchanged.

\paragraph{Remark (smooth waves).} For small phases $\sin^2(\theta_i/2)\simeq\theta_i^2/4$, so to leading order
\begin{equation}
1-\omega\lambda(\boldsymbol\theta)\simeq 1-\frac{\omega|\boldsymbol\theta|^2}{2d}.
\end{equation}
The longest non-constant wave on the periodic grid has one phase $2\pi/N$ and the others zero. Its factor is about $1-2\pi^2\omega/(dN^2)$, so for large $N$ the number of sweeps that reduces it by a given ratio grows as $N^2$. This slow decay is the reason for giving smooth errors to a coarser grid.

\section{Which waves the sweep must remove}

\paragraph{Lemma 3.} On the coarse grid each wave coincides with $2^d$ fine-grid waves, counting itself. One of them has all its phases in $[-\pi/2,\pi/2)$.

\emph{Proof.} Coarse points have $\mathbf j=2\mathbf m$ with integer $\mathbf m$. Two waves agree at all of them if and only if $e^{2i(\theta_i-\theta_i')m_i}=1$ for every $i$ and every integer $m_i$. This requires $2(\theta_i-\theta_i')$ to be a multiple of $2\pi$, so that $\theta_i$ and $\theta_i'$ differ by a multiple of $\pi$. The interval $[-\pi,\pi)$ has length $2\pi$ and contains two such values for each direction, hence $2^d$ combinations. The interval $[-\pi/2,\pi/2)$ has length $\pi$ and contains one. On the periodic grid a shift by $\pi$ changes $k_i$ by $N/2$, an integer, so the partners are present there too. $\square$

The coarse grid can represent one member of each family, and the smoothest is the natural choice. The others must be damped on the fine grid. The phases $\pi/2$ and $-\pi/2$ are equally smooth and coincide on the coarse grid, so at least one of them is unrepresented. Definition (\ref{eq:H}) counts both as high. This does not affect $\mu$, because $\lambda$ is even in each $\theta_i$.

\paragraph{Lemma 4.} On $H$ the values of $\lambda$ satisfy $1/d\le\lambda\le2$, and both ends are attained.

\emph{Proof.} A high wave has at least one phase with $\pi/2\le|\theta_i|\le\pi$. Since $\sin^2(\theta/2)$ increases with $|\theta|$ on this range, that direction contributes at least $\sin^2(\pi/4)=1/2$ to the sum in (\ref{eq:lambda}). The other directions contribute at least zero. Hence
\begin{equation}
\lambda\ge\frac2d\cdot\frac12=\frac1d,
\end{equation}
with equality for $(\pi/2,0,\ldots,0)$. Each of the $d$ terms is at most 1, so $\lambda\le(2/d)\,d=2$, with equality for the checkerboard $(\pi,\ldots,\pi)$. On the periodic grid both waves exist, since $N/4$ and $N/2$ are integers. $\square$

The lower end contains the dependence on dimension. A wave that varies along one axis produces a second difference in that direction alone, but the sweep divides by a diagonal that counts all $d$ directions. Its correction is correspondingly weak. The checkerboard varies along every axis, and its $\lambda$ is the same in any dimension.

\section{Proof of the theorem}

Write $a=1/d$ and $b=2$. Any $\lambda$ between them has the form $\lambda=(1-t)a+tb$ with $0\le t\le1$. Then
\begin{align}
|1-\omega\lambda|
&=\left|(1-t)(1-\omega a)+t(1-\omega b)\right|\nonumber\\
&\le(1-t)|1-\omega a|+t|1-\omega b|\nonumber\\
&\le\max\left(|1-\omega a|,|1-\omega b|\right).
\end{align}
The first inequality is the triangle inequality, and the second holds because a weighted average does not exceed its larger member. By Lemma 4 both ends belong to high waves, so the bound is attained. This proves (\ref{eq:mu}).

As $\omega$ grows from zero, $1-\omega a$ falls slowly from 1, while $1-\omega b$ falls faster and becomes negative. Equal moduli with opposite signs require
\begin{equation}
1-\omega a=\omega b-1
\quad\Longrightarrow\quad
\omega_*=\frac{2}{a+b}=\frac{2}{2+1/d}=\frac{2d}{2d+1}.
\label{eq:balance}
\end{equation}
The common modulus is
\begin{equation}
\mu_*=1-\omega_*a=\frac{b-a}{b+a}
=\frac{2-1/d}{2+1/d}=\frac{2d-1}{2d+1}.
\label{eq:ratio}
\end{equation}

It remains to show that every other weight is worse. If $\omega<\omega_*$, then
\begin{equation}
\mu(\omega)\ge1-\omega/d>1-\omega_*/d=\mu_* .
\end{equation}
If $\omega>\omega_*$, then
\begin{equation}
\mu(\omega)\ge2\omega-1>2\omega_*-1=\mu_* .
\end{equation}
The minimum is therefore unique. $\square$

\paragraph{Remark (cost and dimension).} To reduce every high wave by a factor of ten with the same weight $\omega_*$ in every sweep, $s$ sweeps must satisfy $\mu_*^s\le1/10$, so $s\ge\ln10/\ln(1/\mu_*)$. The right-hand side is 2.10, 4.51 and 6.84 for $d=1,2,3$, which means 3, 5 and 7 whole sweeps. Since $1-\mu_*=2/(2d+1)$, the guaranteed damping weakens steadily as $d$ grows.

\section{What the factor says about a multigrid cycle}

\paragraph{Corollary.} Suppose that the coarse-grid step removes all low waves and leaves all high waves unchanged. On the periodic grid, a cycle with $s$ sweeps at weight $\omega_*$ followed by this step multiplies the root-mean-square error by at most $\mu_*^s$.

\emph{Proof.} The sweeps multiply each high amplitude by a number of modulus at most $\mu_*^s$, and the low amplitudes end at zero. The waves are orthogonal and of equal norm, so the mean-square error is the sum of the squared moduli of the amplitudes. It is multiplied by at most $\mu_*^{2s}$. $\square$

A real coarse-grid step is not so clean. In one dimension, let linear interpolation carry a coarse wave with fine-grid phase $\theta$ back to the fine grid. Even points keep the value $e^{i\theta j}$. Odd points receive the average of their neighbours, $\cos\theta\,e^{i\theta j}$. Both cases are contained in
\begin{equation}
e^{i\theta j}\left[\frac{1+\cos\theta}{2}+\frac{1-\cos\theta}{2}(-1)^j\right].
\end{equation}
Since $(-1)^j=e^{i\pi j}$, the second term is the partner wave with phase $\theta+\pi$. Interpolating a smooth correction thus creates some high-frequency error. It is small for small $\theta$, where $1-\cos\theta\simeq\theta^2/2$, but not near $\theta=\pi/2$. The smoothing factor describes the sweep, and the convergence factor of an actual cycle needs a separate calculation.

\section{When the numbers change}

\paragraph{Unequal spacings.} Let direction $i$ have spacing $h_i$. The eigenvalue of $A$ becomes $\sum_i(4/h_i^2)\sin^2(\theta_i/2)$ and the diagonal $\sum_i2/h_i^2$. Their ratio is
\begin{equation}
\lambda=2\sum_i w_i\sin^2\frac{\theta_i}{2},\qquad
w_i=\frac{h_i^{-2}}{\sum_l h_l^{-2}} .
\end{equation}
If all directions are still coarsened, the smallest high value is $w=\min_iw_i$, from a wave with phase $\pi/2$ along the direction of largest spacing. The largest is still 2, because the $w_i$ sum to one. Equations (\ref{eq:balance}) and (\ref{eq:ratio}), with $a=w$, give $\omega_*=2/(2+w)$ and $\mu_*=(2-w)/(2+w)$. Equal spacings give $w=1/d$ and restore the theorem. When one spacing is much larger than another, $w$ is small and the factor approaches 1: point-by-point Jacobi is then a poor smoother for full coarsening.

\paragraph{A fourth-order stencil.} Let each direction use the coefficients $5/2$, $-4/3$ and $1/12$, divided by $h^2$, for the central point, each nearest neighbour and each second neighbour. The Taylor expansions give $v(x+h)+v(x-h)=2v+h^2v''+h^4v''''/12+O(h^6)$ and $v(x+2h)+v(x-2h)=2v+4h^2v''+16h^4v''''/12+O(h^6)$. With these coefficients the terms in $v$ sum to $5/2-8/3+1/6=0$, those in $h^2v''$ to $-4/3+1/3=-1$, and those in $h^4v''''$ to $-1/9+1/9=0$. After division by $h^2$ the stencil therefore equals $-v''+O(h^4)$. On a plane wave, with $c=\cos\theta$ and $\cos2\theta=2c^2-1$, the contribution of one direction, times $h^2$, is
\begin{align}
\frac52-\frac83c+\frac16(2c^2-1)
&=\frac13(7-8c+c^2).
\end{align}
The diagonal is $5d/(2h^2)$, so
\begin{equation}
\lambda=\frac{2}{15d}\sum_i(7-8c_i+c_i^2).
\end{equation}
Each term decreases with $c_i$ on $[-1,1]$, since its derivative $2c_i-8$ is negative. It equals 0, 7 and 16 at $c_i=1,0,-1$. The high range therefore runs from $a=14/(15d)$ to $b=32/15$, and
\begin{equation}
\omega_*=\frac{2}{a+b}=\frac{15d}{16d+7},\qquad
\mu_*=\frac{b-a}{b+a}=\frac{16d-7}{16d+7}.
\end{equation}
In three dimensions the weight is $9/11\simeq0.818$ and the factor $41/55\simeq0.745$, against 0.857 and 0.714 for the second-order stencil. The more accurate operator is smoothed slightly less well, and the weight has to be chosen for the stencil in use.

\section{A Hartree problem in three dimensions}

Take a periodic cube with 16 points per side and spacing 0.20 \AA, so that the side is 3.20 \AA. One electron is spread over a Gaussian cloud $\propto e^{-r^2/2\sigma^2}$ with $\sigma=0.50$ \AA, centred on a grid point in the middle of the cell, cut off at the cell faces and normalised on the grid, and a uniform positive background makes the total charge zero. The second-order discrete equation was solved by a Fourier transform, dividing each amplitude of the source by the corresponding eigenvalue of $A$. With its mean set to zero, the potential energy on this grid runs from $-3.0$ to $11.2$ eV. These values carry the discretisation error of the 0.20 \AA\ grid: as the spacing is refined they approach about $-2.92$ and $10.95$ eV.

The sweeps were started from this solution plus three cosine waves, each of amplitude 1 eV. A cosine is the mean of the waves with phases $\boldsymbol\theta$ and $-\boldsymbol\theta$, which share the same $\lambda$, so a sweep multiplies it by a single factor. At the best weight $6/7$ these factors are
\begin{align}
(\pi/2,0,0):&\quad 1-\frac67\cdot\frac13=\frac57,\\
(\pi,\pi,\pi):&\quad 1-\frac67\cdot2=-\frac57,\\
(\pi/8,0,0):&\quad 1-\frac67\cdot\frac23\sin^2\frac{\pi}{16}=0.978.
\end{align}
The first two waves are the extremes of the high range. The first lies on the boundary of that range: $\cos(\pi j/2)$ equals $(-1)^m$ at $j=2m$ and zero at odd $j$, so it is the linear interpolant of a coarse wave and a real coarse-grid step can remove it. The wave $\sin(\pi j/2)$ has the same factor but vanishes on the coarse points, and it is the one that depends on the sweeps. The third is the longest wave that fits the cell. With this weight in every sweep, bringing both high waves to 0.1 eV or below takes 7 sweeps, the whole number above 6.84. Their amplitudes are then $\pm(5/7)^7$ eV, or 0.095 eV in modulus, which is 0.0035 hartree.

The signed amplitudes after 7 sweeps, in eV, for three choices of weight are:
\begin{center}
\begin{tabular}{lrrr}
Wave & $\omega=2/3$ & $\omega=6/7$ & $\omega=1$\\
$(\pi/2,0,0)$ & $0.172$ & $0.095$ & $0.059$\\
$(\pi,\pi,\pi)$ & $-0.0005$ & $-0.095$ & $-1.000$\\
$(\pi/8,0,0)$ & $0.887$ & $0.857$ & $0.835$
\end{tabular}
\end{center}

The weight $2/3$, best in one dimension, almost eliminates the checkerboard, whose factor is $1-4/3=-1/3$. It leaves more of the wave along one axis, whose factor is $1-2/9=7/9$. The full step $\omega=1$ damps that wave faster, by $2/3$ per sweep, but leaves the checkerboard at its initial size. Each of these weights beats $6/7$ on some wave. The optimum concerns the worst high wave, and there $6/7$ leaves the least. The smooth wave keeps more than four fifths of its amplitude in all three cases and is left for the coarse grid.
